# Goodman's surface photovoltage law and the minority-carrier diffusion length

A silicon wafer under a thin oxide usually has bent bands at its surface. Light that is absorbed in the wafer creates electron-hole pairs, some of the minority carriers diffuse to the surface, and the band bending changes. The change can be picked up by a transparent electrode as a surface photovoltage $V$. It depends on how far minority carriers travel before they recombine, but also on the oxide charge, the interface states and the recombination near the surface, which are seldom known. Can the diffusion length be extracted without knowing any of them?

It can, if the voltage is held constant while the wavelength is changed. The photon flux needed to hold it is then linear in the absorption length, and the line extrapolates to zero flux at minus the diffusion length. Two derivations follow. The first solves for the carrier profile. The second uses an integral balance and assumes less about the surface.

## The model and its conventions

Take a uniform p-type wafer, with electrons as minority carriers; for n-type material the carriers exchange roles. The coordinate $x$ points into the wafer, with $x=0$ at the inner edge of the surface space-charge layer. At first this layer is treated as too thin to absorb light.

The incident photon flux is $I$ and the reflectivity is $R$, so the flux entering the silicon is

$$\Phi=(1-R)I .$$

The absorption coefficient is $\alpha$, and $z=1/\alpha$ is the absorption length. Each absorbed photon makes one pair, so the generation rate per volume is $\alpha\Phi e^{-\alpha x}$. The whole wafer is lit evenly, which makes the problem one-dimensional.

Let $n(x)$ be the excess electron density over its dark value. At low injection, $n$ is far below the doping $N$. The recombination rate is then $n/\tau$ with a constant lifetime $\tau$, and drift of electrons in the quasi-neutral bulk is negligible. The electron flux in the $+x$ direction is $-Dn'$, with $D$ the electron diffusivity. In steady state,

$$D n''-\frac{n}{\tau}+\alpha\Phi e^{-\alpha x}=0,\qquad L=\sqrt{D\tau}. \tag{1}$$

The wafer is thick compared with both $L$ and $z$, so $n\to0$ deep inside.

## First derivation: the carrier profile

Try a particular solution $Be^{-\alpha x}$ in (1). It requires

$$D\alpha^2B-\frac{B}{\tau}+\alpha\Phi=0
\quad\Rightarrow\quad
B=\frac{\alpha\Phi\tau}{1-\alpha^2L^2}.$$

The homogeneous solutions are $e^{\pm x/L}$, and the growing one is excluded by the deep condition. Hence

$$n(x)=Ae^{-x/L}+Be^{-\alpha x}.$$

At the front, electrons leave the bulk toward the surface at the rate $Dn'(0)$. Write this loss as $Sn(0)$, where $S$ is an effective recombination velocity for everything in front of $x=0$. Then

$$D\left(-\frac{A}{L}-\alpha B\right)=S(A+B)
\quad\Rightarrow\quad
A=-B\,\frac{S+\alpha D}{S+D/L}.$$

The density at the edge is

$$n(0)=A+B=B\,\frac{D/L-\alpha D}{S+D/L}
=\frac{BD}{L}\,\frac{1-\alpha L}{S+D/L}.$$

Since $D\tau=L^2$, we have $BD/L=\alpha L\Phi/(1-\alpha^2L^2)$. The factor $1-\alpha L$ cancels, leaving

$$n(0)=\frac{\Phi}{S+D/L}\,\frac{\alpha L}{1+\alpha L}. \tag{2}$$

The apparent singularity of $B$ at $\alpha L=1$ has gone, and (2) holds there by continuity.

The voltage must now be connected to $n(0)$. Suppose that the quasi-Fermi levels of both carriers are flat across the space-charge layer. Then $n(0)$ sets the electron-hole product throughout the layer. With the oxide charge and interface states given, charge balance sets the surface potential, and the recombination rates follow. Thus $V$ and $S$ are both functions of $n(0)$. If $V$ is monotonic in $n(0)$, holding $V$ fixed holds $n(0)$ and $S$ fixed. Solving (2) for the flux, with $1/(\alpha L)=z/L$,

$$\Phi=n(0)\left(S+\frac DL\right)\left(1+\frac zL\right)=C(V)\,(z+L). \tag{3}$$

This is Goodman's result. The factor $C(V)$ contains all the surface physics and does not depend on wavelength. The line crosses zero at $z=-L$. The crossing is an extrapolation; no measurement is made at negative $z$.

## Second derivation: an integral balance

The profile is not needed. Multiply (1) by $g(x)=e^{-x/L}$ and integrate over the bulk. Two integrations by parts give

$$\int_0^\infty g\,n''\,dx=\left[g\,n'-g'n\right]_0^\infty+\int_0^\infty g''n\,dx .$$

Here $g'=-g/L$ and $g''=g/L^2$. The bracket vanishes at infinity and contributes $-n'(0)-n(0)/L$ from the lower limit. Because $D/L^2=1/\tau$, the remaining integral cancels the recombination term of (1). What is left is

$$-Dn'(0)-\frac DL n(0)+\Phi\int_0^\infty\alpha e^{-\alpha x}e^{-x/L}dx=0 .$$

The last integral is $\alpha/(\alpha+1/L)=L/(z+L)$. With $J=Dn'(0)$ for the electron flux toward the surface,

$$J+\frac DL\,n(0)=\Phi\,\frac{L}{z+L}. \tag{4}$$

The right side has a direct meaning. If the front were a perfect sink, $n(0)$ would be zero and $J$ would equal $\Phi L/(z+L)$. So $L/(z+L)$ is the fraction of the photogenerated electrons that a perfect sink would collect, and $e^{-x/L}$ is the collection probability for an electron created at depth $x$.

Now consider the front region as a device with one connection to the bulk. It is in steady state, it carries no net electric current, and no light is absorbed in it. Feeding it a given electron flux $J$ determines its potential, its recombination and the density $n(0)$ at its edge. Its states therefore form a one-parameter family. On a branch where $V$ is monotonic along that family, fixing $V$ fixes both $J$ and $n(0)$. The left side of (4) is then constant, and

$$\Phi=C(V)(z+L),\qquad
C(V)=\frac1L\left[J(V)+\frac DL n(0;V)\right]. \tag{5}$$

One part of the voltage arises outside the front region. Electrons and holes diffuse at different rates, and a small field $E$ in the bulk keeps the net current zero. Equating the two particle fluxes, with excess holes equal to excess electrons by neutrality and electron drift neglected, gives

$$-Dn'=-D_pn'+\mu_pNE
\quad\Rightarrow\quad
E=-\frac{D-D_p}{\mu_pN}\,n',$$

where $D_p$ and $\mu_p$ belong to holes. The potential at $x=0$ relative to the deep bulk is

$$\int_0^\infty E\,dx=\frac{D-D_p}{\mu_pN}\,n(0).$$

This Dember voltage depends on the edge density alone, whatever the shape of the profile. It is constant when $J$ and $n(0)$ are constant, so it does not disturb the argument.

## What each derivation assumes

Both derivations need a uniform bulk lifetime, low injection, a thick wafer, a wide beam and exponential absorption. They differ at the front.

The first uses flat quasi-Fermi levels to make $V$ and $S$ functions of $n(0)$. The second allows the levels to vary through the layer, provided that the front has a single free parameter. Neither requires $V$ to be proportional to $\Phi$. Both can fail if the front has memory, for instance slow interface traps that have not reached steady state when the flux is read. The front then has more than one free parameter.

The first derivation supplies the profile, which shows what is held constant. The edge density is the same at every wavelength, but the density deeper in the wafer is not. The second has the advantage that its weight function can be changed to suit another geometry.

Two limits help to read the law. When $z\ll L$, nearly every electron is created within reach of the front, and the flux approaches the constant $CL$. When $z\gg L$, but still $z\ll W$ for a wafer of thickness $W$, most electrons are created too deep and the required flux grows as $z$. The diffusion length is found from the crossover, so the data must show a clear change of flux. For two measured points with flux ratio $r=\Phi_2/\Phi_1$,

$$L=\frac{z_2-rz_1}{r-1},\qquad
\frac{dL}{dr}=-\frac{z_2-z_1}{(r-1)^2}.$$

Substituting $r=(z_2+L)/(z_1+L)$ gives, for a small relative error $\varepsilon=\delta r/r$,

$$\delta L=-\frac{(z_1+L)(z_2+L)}{z_2-z_1}\,\varepsilon. \tag{6}$$

## A computed wafer

The example is an oxidized p-type silicon wafer at 300 K, with $N=10^{15}\ \mathrm{cm^{-3}}$ and a positive oxide charge of $2\times10^{11}\ \mathrm{cm^{-2}}$ that inverts the surface. The dark band bending is 0.71 V. With $D=34.9\ \mathrm{cm^2/s}$ and $\tau=5\ \mu$s,

$$L=\sqrt{34.9\times5\times10^{-6}}\ \mathrm{cm}=132.1\ \mu\mathrm m .$$

The Poisson equation and the continuity equations for both carriers were solved together, with recombination in the bulk, in the space-charge layer and at the interface. At each $z$ the absorbed flux was adjusted until $V=5$ mV. Neither (3) nor (5) was used. The model was made 1586 µm thick, so that thickness could be studied separately. The fluxes are:

| $z$ (µm) | $\Phi$ ($10^9\ \mathrm{cm^{-2}s^{-1}}$) |
|---:|---:|
| 10 | 1.300 |
| 20 | 1.392 |
| 35 | 1.529 |
| 55 | 1.712 |
| 80 | 1.940 |

The end points alone give a slope of $(1.940-1.300)\times10^9/70=9.14\times10^6\ \mathrm{cm^{-2}s^{-1}}$ per µm. A fit to all five points gives the same slope to this precision and a flux of $1.209\times10^9\ \mathrm{cm^{-2}s^{-1}}$ at $z=0$. The intercept is therefore

$$-\frac{1.209\times10^9}{9.143\times10^6}\ \mu\mathrm m=-132.2\ \mu\mathrm m .$$

It differs from $-L$ by 0.1 µm, and no point departs from the line by more than 0.01% of its flux.

The same solutions test the reasoning behind the law. At a plane 1.9 µm below the surface, just beyond the space-charge layer, the excess density varies by 1.6% of its mean over the five wavelengths. At 50 µm it varies by 99%. With the flux in (4) replaced by the light that survives to the plane, the balance holds there to 0.005%.

The front is far from passive. At that plane the ratio of electron flux to excess density averages $4.3\times10^4$ cm/s, against $D/L=2.6\times10^3$ cm/s, so front losses dominate $C$. To see whether they affect the intercept, the lifetime in the first 0.5 µm was cut tenfold and the interface recombination parameter raised from $10^3$ to $10^5$ cm/s, with $V$ still 5 mV. The required flux rose 9.5 times, while the fitted length stayed at 132.2 µm. Nearly all of this rise comes from the shorter lifetime. At an inverted surface, with about $10^{17}$ electrons per $\mathrm{cm^3}$, interface recombination is limited by the scarce holes and carries well under 1% of the flux even at $10^5$ cm/s. The model has no charge in interface traps, so this run tests losses in the space-charge layer rather than interface states. This damaged layer lies within the space-charge layer. Strong damage that reaches several micrometres into the wafer breaks the assumption of a uniform bulk lifetime and can make the fitted length much too short.

Raising $V$ from 5 to 20 mV in the original wafer multiplied the flux by 4.57 rather than 4. The response is nonlinear, yet the fitted length is again 132.2 µm.

## Light absorbed in the space-charge layer

Let the layer have width $w$, and now measure depth from the silicon surface. The flux reaching the bulk is $\Phi e^{-w/z}$, while $\Phi(1-e^{-w/z})$ is absorbed in the layer. Assume that all electrons made there join those arriving from the bulk, and that $V$ fixes the total supply $U$ and the edge density $n_w$. Then $J=U-\Phi(1-e^{-w/z})$. Inserting this in (4), with the reduced flux on the right, gives

$$U+\frac DLn_w
=\Phi\left[1-e^{-w/z}+e^{-w/z}\frac{L}{z+L}\right]
=\Phi\left[1-\frac{z\,e^{-w/z}}{z+L}\right].$$

Putting the bracket over a common denominator,

$$\Phi=\left(U+\frac DLn_w\right)\frac{z+L}{L+z(1-e^{-w/z})}. \tag{7}$$

For $w\ll z$ the denominator is $L+w-w^2/(2z)+\dots$. The first-order term changes the slope but not the intercept. Curvature begins with $w^2/(2z)$. Its effect on the flux is small when $w^2\ll zL$, but the intercept is an extrapolation and needs more: $w$ must be small compared with both $L$ and the smallest $z$ used.

In the example $w=0.93$ µm. A straight line fitted to (7) over the same range gives 132.2 µm, which accounts for the 0.1 µm offset found above.

The correction grows when $L$ is short and when $z$ is small. The next example combines the two: with $\tau=10$ ns, $L$ is 5.91 µm, and the range was moved to $z=1$ to 6 µm. A straight-line fit to the full solution then gives 6.50 µm, 10% too long. The denominator of (7) is smaller at small $z$, so the flux there is raised, which flattens the line. The ratio of computed flux to $z+L$ varies by 3.9% over the range; its ratio to the $z$-dependent factor in (7) varies by 0.02%.

## A wafer that is not thick

For a wafer of thickness $W$ with back-surface recombination velocity $S_b$, the excess density obeys $Dn'(W)=-S_bn(W)$. Replace $e^{-x/L}$ by the function $\varphi$ that satisfies

$$\varphi''=\frac{\varphi}{L^2},\qquad \varphi(0)=1,\qquad
D\varphi'(W)=-S_b\,\varphi(W).$$

The boundary term at $W$ is $D[\varphi n'-\varphi'n]_W=-S_b\varphi n+S_b\varphi n=0$. The balance (4) becomes

$$J-D\varphi'(0)\,n(0)=\Phi M(z),\qquad
M(z)=\int_0^W\frac{e^{-x/z}}{z}\,\varphi(x)\,dx. \tag{8}$$

The Dember voltage now depends on $n(0)-n(W)$. At low injection it is negligible against $V$ when the surface is strongly depleted or inverted, as in the example. With a fixed surface charge and the example's mobilities it is below 1% of the surface term for a band bending of 0.15 V, about 10% at 0.08 V, and comparable near flat band or in accumulation. If any photovoltage at the back surface is neglected too, the left side is still constant at fixed $V$, so $\Phi\propto1/M(z)$. This is in general no longer a straight line. Light that reaches the back is taken as lost.

For $W=675$ µm and the example's $L$, fits over 10 to 80 µm give 132.1 µm for both $S_b=0$ and $S_b=10^6$ cm/s. The back has almost no influence. For $W=L$ they give 144 µm and 67 µm. These last values belong to the chosen range as well as to the wafer, because the curve is being forced onto a line.

The initial slope shows the trend. For $z$ much smaller than both $W$ and $L$, $M\approx1+z\varphi'(0)$, so the tangent to $1/M$ has its intercept at $1/\varphi'(0)$. With $S_b=0$, $\varphi=\cosh[(W-x)/L]/\cosh(W/L)$ and the intercept is $-L/\tanh(W/L)$, farther out than $-L$. For a perfect sink at the back, $\varphi=\sinh[(W-x)/L]/\sinh(W/L)$ and it is $-L\tanh(W/L)$, closer in. Both return to $-L$ when $W\gg L$.

## Modulated light

The light is often chopped so that a small alternating voltage can be detected. For a signal proportional to $e^{i\omega t}$, the loss rate $1/\tau$ in (1) becomes $1/\tau+i\omega$, and $L$ is replaced by

$$L_\omega=\frac{L}{\sqrt{1+i\omega\tau}} .$$

At a fixed frequency, small signal and fixed operating point, the front has a fixed complex response. Constant voltage amplitude then requires $|\Phi|\propto|1+z/L_\omega|$. The mean of the light helps to set the operating point. For $\omega\tau\ll1$ the mean supply to the front stays constant along with the amplitude; at higher frequencies it varies with $z$, by about 4% over the example's range at $\omega\tau=1$, and a stronger steady bias light can be used to hold the operating point. At 200 Hz, $\omega\tau=0.006$ and the fitted length is unchanged at 132.1 µm. At $\omega\tau=1$, or 32 kHz here, it falls to 115 µm for $z$ from 10 to 80 µm. The amplitude is then no longer exactly linear in $z$, so the value depends on the fitted range.

## From the model to a measurement

The doping, thickness and mobilities are rough typical values for a silicon wafer, and the absorption lengths correspond to wavelengths between about 0.78 and 0.97 µm. The lifetime is short for high-grade material. At 1 ms the same $D$ gives $L\approx1.9$ mm, well beyond the 675 µm thickness, and the straight-line method would in general not return $L$: over the same range of $z$ the fit gives about 6 mm for $S_b=0$ and about 0.6 mm for $S_b=10^6$ cm/s, and agrees with $L$ only near $S_b=D/L$. The fluxes, near $10^9\ \mathrm{cm^{-2}s^{-1}}$, are very low for an optical measurement. They depend on the recombination assumed at the front and on the chosen voltage, and they apply only to steady light over the whole wafer. Under a smaller spot the inversion layer carries electrons sideways, over an estimated 10 cm or more here, and more flux is needed. If the spot is still much wider than $L$, the supply from the bulk keeps its factor $L/(z+L)$ except within a few diffusion lengths of the spot's edge, so the intercept is nearly unchanged. With the oxide charge fixed, a 5 mV change of band bending moves about $3.5\times10^8$ electrons per $\mathrm{cm^2}$ into the inversion layer, which takes a few tenths of a second at such fluxes. Supplying this charge alone at 200 Hz needs an electron flux into the front with an amplitude of about $4.5\times10^{11}\ \mathrm{cm^{-2}s^{-1}}$, and the absorbed photon flux must be larger by the factor $(z+L)/L$. Chopped light of that amplitude has a comparable mean, which in this model shifts the steady band bending by more than 0.1 V, so the small signal is then measured far from the dark state. The tabulated fluxes should therefore not be used to choose a lamp. Low injection is amply satisfied in the tabulated solutions: the largest excess density in the quasi-neutral bulk is about $10^{-10}$ of the doping. The runs that need more flux have larger densities, still many orders of magnitude below the doping.

Reflectivity matters more than the width of the space-charge layer here. Let $R$ fall from 0.33 at $z=10$ µm to 0.31 at 80 µm, a drop chosen for illustration and about twice that of bare silicon. If incident flux is plotted without correction, the fitted length is 146 µm, 11% too long. The falling $R$ reduces the incident flux needed at large $z$ and flattens the line. A constant $R$ would divide out of the intercept. An oxide thick enough to cause interference needs its own measured $R$.

Equation (6) gives the scale of such errors. For the end points of the example,

$$\frac{(10+132)(80+132)}{70}\ \mu\mathrm m\approx430\ \mu\mathrm m,$$

so a 1% error in the flux ratio shifts $L$ by about 4 µm. The absorption scale enters differently. If every assumed $z$ is too large by a factor $1+\eta$, the plotted line is $\Phi=C[z/(1+\eta)+L]$, and its intercept is $-(1+\eta)L$. A 3% scale error is therefore a 3% error in $L$, and the straightness of the line gives no warning of it. The numerical output below lists the full set of values.

## Computed values

```
temperature 300 K; thermal voltage 25.852 mV
acceptors 1.0e+15 cm^-3; intrinsic density 1.0e+10 cm^-3
mobilities: electron 1350, hole 450 cm2/Vs
oxide charge 2.0e+11 cm^-2; relative permittivity 11.7
interface recombination parameter 1.0e+03 cm/s
electron diffusivity D 34.90 cm2/s; lifetime 5.0 us
diffusion length sqrt(D tau) 132.10 um
wafer 675 um; model thickness 1586 um
dark band bending 0.712 V
space-charge width 0.925 um
photovoltage held at 5.0 mV
z (um), R, absorbed flux, incident flux (1/cm2 s):
   10.0  0.3300  1.30029e+09  1.94074e+09
   20.0  0.3271  1.39157e+09  2.06815e+09
   35.0  0.3229  1.52869e+09  2.25756e+09
   55.0  0.3171  1.71160e+09  2.50652e+09
   80.0  0.3100  1.94026e+09  2.81198e+09
fit slope 9.1431e+06 per cm2 s um
fit flux at z=0: 1.2088e+09 per cm2 s
fit intercept z = -132.20 um
largest deviation from line 0.0082 %
test plane depth 1.91 um
mean excess density there 2.465e+04 cm^-3
its spread over z 1.55 %
spread at 50 um depth 98.9 %
largest bulk-balance error 0.005 %
mean flux/density at plane 4.270e+04 cm/s; D/L 2.642e+03 cm/s
largest excess density / doping 1.37e-10
20 mV: L from fit 132.20 um
20 mV / 5 mV flux ratio 4.571
damaged front: lifetime/10 in 0.5 um, interface 1e5 cm/s
  L from fit 132.21 um; flux ratio to good front 9.49
space-charge formula, example: L from fit 132.20 um
short-lifetime test: tau 10 ns, L 5.908 um, z 1 to 6 um
  L from fit 6.503 um; width 0.925 um
  misfit: simple law 3.88 %, with width 0.02 %
thickness 675.0 um: L from fit, back S=0: 132.14 um, S=1e6 cm/s: 132.05 um
thickness 132.1 um: L from fit, back S=0: 143.55 um, S=1e6 cm/s: 67.02 um
chopping 200 Hz, omega*tau 0.0063: L from fit 132.10 um
chopping 31831 Hz, omega*tau 1.0000: L from fit 115.31 um
reflectivity ignored: L from fit 146.17 um
constant reflectivity 0.32: L from fit 132.20 um
```
